\section*{Two Domain Walls Closing an Unreversed Gap in a Ferroelectric Film}

\section*{Setting}

A ferroelectric film lies between two flat electrodes. Its polarization is normal to the film and is being reversed by an applied field. At $t=0$ one strip of width $L=200$ nm is still unreversed. It is bounded by two straight, parallel domain walls, and the material outside it has already been reversed. Both walls move into the strip, each at $10$ m/s relative to the crystal.

Let $x$ be the distance from the left edge of the strip. In parts (a) to (d) the walls have no thickness, their speeds are constant, and no new reversed region nucleates inside the strip. Since $1\ \text{m/s}=10^9\ \text{nm}/10^9\ \text{ns}=1\ \text{nm/ns}$, lengths in nm and times in ns can be used directly with speeds in m/s. The numerical output after the text lists the computed values.

\section*{Part (a): the general completion time}

\emph{Question.} Let the left wall start at time $d_1$ with speed $v_1$, and the right wall at time $d_2$ with speed $v_2$. Find when and where the last unreversed material disappears, and state the condition for the result.

\emph{Answer.} The left wall would reach the point $x$ at time $t_1(x)$ and the right wall at $t_2(x)$, where
\begin{equation}
t_1(x)=d_1+\frac{x}{v_1},\qquad t_2(x)=d_2+\frac{L-x}{v_2}.
\end{equation}
The point is reversed by whichever wall comes first, at the smaller of the two times. The strip is complete when its last point has been reversed, so
\begin{equation}
T=\max_{0\le x\le L}\ \min\,[t_1(x),t_2(x)].
\end{equation}

The function $t_1$ rises with $x$ and $t_2$ falls. Suppose that they cross at $x_*$ inside the strip. To the left of $x_*$ the smaller time is $t_1(x)<t_1(x_*)$; to the right it is $t_2(x)<t_2(x_*)$. The latest reversal is therefore at $x_*$, where the walls meet. Setting $t_1=t_2$ and multiplying by $v_1v_2$ gives
\begin{align}
v_1v_2d_1+v_2x_*&=v_1v_2d_2+v_1L-v_1x_*,\\
x_*&=\frac{v_1\,[L+v_2(d_2-d_1)]}{v_1+v_2}.
\end{align}
Inserting this in $T=d_1+x_*/v_1$ and using a common denominator,
\begin{equation}
T=\frac{(v_1+v_2)d_1+L+v_2d_2-v_2d_1}{v_1+v_2}
=\frac{L+v_1d_1+v_2d_2}{v_1+v_2}.
\label{general}
\end{equation}

The crossing lies in the strip if $t_1(0)\le t_2(0)$ and $t_2(L)\le t_1(L)$, that is, if
\begin{equation}
d_1\le d_2+\frac{L}{v_2},\qquad d_2\le d_1+\frac{L}{v_1}.
\label{condition}
\end{equation}
In words, each wall must start before the other has crossed the whole strip. If the second inequality fails, the left wall is first everywhere and $T=d_1+L/v_1$. If the first fails, $T=d_2+L/v_2$.

\section*{Part (b): equal walls}

\emph{Question.} Find the completion time for the two walls described in the setting. Compare it with the time needed by one wall alone.

\emph{Answer.} With $d_1=d_2=0$ and $v_1=v_2=v$, equation (\ref{general}) becomes
\begin{equation}
T=\frac{L}{2v}=\frac{200\ \text{nm}}{2\times10\ \text{nm/ns}}
=10\ \text{ns}=1.0\times10^{-8}\ \text{s}.
\end{equation}
The walls meet at $x_*=vT=100$ nm, the middle of the strip. The factor 2 arises because each wall removes a width $vt$, so that the remaining gap is $L-2vt$ and closes at $20$ m/s. Evaluating the first-arrival definition of part (a) point by point across the strip also gives $10.000$ ns.

One wall alone must travel the full $200$ nm and needs $L/v=20$ ns. The given speed must therefore be identified before it is used. Had $10$ m/s been the rate at which the gap closes, each wall would have moved at $5$ m/s and the time would have been $20$ ns.

For simultaneous starts, the completion time depends on the speeds through their sum. Walls at $12$ and $8$ m/s also finish in $10$ ns, but they meet at $12\times10=120$ nm from the left edge.

\section*{Part (c): a late wall}

\emph{Question.} The left wall starts at $t=0$, but the right wall is delayed. Both still move at $10$ m/s. Find the completion time for delays of $2$ ns and $25$ ns.

\emph{Answer.} For $d_1=0$ and $d_2=2$ ns, condition (\ref{condition}) holds because $2<L/v=20$ ns. Then
\begin{equation}
T=\frac{200+10\times2}{20}\ \text{ns}=11\ \text{ns},\qquad
x_*=10\times11\ \text{nm}=110\ \text{nm}.
\end{equation}
A delay of $2$ ns costs $1$ ns. During the delay the left wall removes $20$ nm by itself; the remaining $180$ nm close at $20$ nm/ns in $9$ ns, and $2+9=11$ ns.

For $d_2=25$ ns the condition fails. The left wall has crossed the strip after $20$ ns, before the right wall starts, so $T=20$ ns. Equation (\ref{general}) would have given $(200+250)/20=22.5$ ns, which is later than the time at which the strip is already complete. This is why the condition belongs to the result.

If both walls wait for the same time $d$, equation (\ref{general}) gives $T=L/(2v)+d$. A common waiting time for nucleation is added in full, whereas a delay of only one of two equal walls counts by half, as long as it does not exceed $L/v$.

\section*{Part (d): a round gap}

\emph{Question.} Replace the strip by a circular unreversed region of diameter $200$ nm whose whole boundary moves inward at $10$ m/s. Find the completion time, and compare the unreversed area as a function of time with that of the strip. Neglect any dependence of speed on curvature.

\emph{Answer.} The radius starts at $r_0=L/2=100$ nm and obeys $dr/dt=-v$, so $r=r_0-vt$. It vanishes at $T=r_0/v=10$ ns, as for the strip. The remaining fractions of area differ:
\begin{equation}
\left(\frac{A}{A_0}\right)_{\text{strip}}=\frac{L-2vt}{L}=1-\frac tT,\qquad
\left(\frac{A}{A_0}\right)_{\text{circle}}=\frac{r^2}{r_0^2}=\left(1-\frac tT\right)^2.
\end{equation}
After $5$ ns half of the strip is unreversed, but a quarter of the circle. The switching current is proportional to the rate at which area is reversed. It is constant for the strip and falls linearly to zero for the circle.

The equal completion times rest on neglecting curvature, which need not be a small effect. In the two-dimensional form of equation (\ref{relax}) of part (e), $p_{xx}$ becomes $p_{rr}+p_r/r$, and for $r\gg w$ the extra term adds $D/r$ to the inward speed, with $D=w^2/(2\tau)=25.9$ nm$^2$/ns for the values used there. Integrating $dt=-dr/(v+D/r)$ gives $T\simeq r_0/v-(D/v^2)\ln(1+vr_0/D)$, about $9$ ns instead of $10$ ns.

\section*{Part (e): a wall with finite thickness}

\emph{Question.} Describe the polarization $P(x,t)$ by the free-energy density
\begin{equation}
F=-\frac a2P^2+\frac b4P^4+\frac g2\left(\frac{\partial P}{\partial x}\right)^2-EP,
\end{equation}
with positive $a,b,g$ and a uniform field $E>0$. Let $P$ relax according to $\gamma\,\partial P/\partial t=-\delta F/\delta P$, where $\gamma$ is a friction coefficient. Find a moving wall and its speed. Choose the relaxation time so that the speed is $10$ m/s, using $P_0=70\ \mu\text{C/cm}^2$, relative susceptibility $\chi=100$, $E=0.50$ MV/cm and wall half-width $w=1.0$ nm.

\emph{Answer.} The functional derivative gives
\begin{equation}
\gamma P_t=gP_{xx}+aP-bP^3+E,
\end{equation}
with subscripts $x$ and $t$ for derivatives. At zero field the uniform stable states are $\pm P_0$ with $P_0^2=a/b$. Divide by $aP_0$ and define
\begin{equation}
p=\frac P{P_0},\qquad \tau=\frac\gamma a,\qquad w^2=\frac{2g}{a},\qquad e=\frac{E}{aP_0}.
\end{equation}
Since $bP_0^2/a=1$, the equation becomes
\begin{equation}
\tau p_t=\frac{w^2}{2}p_{xx}+p-p^3+e.
\label{relax}
\end{equation}

The susceptibility fixes $a$. In a uniform stationary state $E=-aP+bP^3$, so at $P_0$ the slope is $dE/dP=-a+3bP_0^2=2a$. This slope equals $1/(\epsilon_0\chi)$. Hence $a=1/(2\epsilon_0\chi)$ and
\begin{equation}
e=\frac{2\epsilon_0\chi E}{P_0}
=\frac{2(8.854\times10^{-12})(100)(5.0\times10^7)}{0.70}=0.1265.
\end{equation}

The uniform stationary states solve $p-p^3+e=0$. The left side has a local minimum at $p=-1/\sqrt3$, with value $e-2/(3\sqrt3)$. For $0<e<2/(3\sqrt3)=0.385$ this is negative, and there are three real roots $p_1<p_2<p_3$. Here they are $-0.9295$, $-0.1286$ and $1.0581$. The outer two are stable; $p_1$ is the unreversed state and $p_3$ the reversed one. As the cubic has no $p^2$ term, $p_1+p_2+p_3=0$.

Consider the right wall, with $p_1$ on its left and $p_3$ on its right. It moves towards $-x$, so set $p=f(z)$ with $z=x+vt$. Then $p_t=vf'$, and factorizing the cubic gives
\begin{equation}
\tau vf'=\frac{w^2}{2}f''+(f-p_1)(f-p_2)(p_3-f).
\end{equation}
The slope must vanish in both outer states, which suggests the trial form $f'=\kappa(f-p_1)(p_3-f)$. Differentiating it gives $f''=\kappa(p_1+p_3-2f)f'$. Insert both and divide by $(f-p_1)(p_3-f)$, which is positive inside the wall:
\begin{equation}
\tau v\kappa=\frac{w^2\kappa^2}{2}(p_1+p_3-2f)+f-p_2.
\end{equation}
This must hold for every $f$ in the wall. The terms proportional to $f$ require $w^2\kappa^2=1$, and a rising profile requires $\kappa=1/w$. The constant terms then give
\begin{equation}
\frac{\tau v}{w}=\frac{p_1+p_3}{2}-p_2=-\frac{p_2}{2}-p_2=-\frac{3p_2}{2}.
\end{equation}
For $e>0$ the middle root is negative, so
\begin{equation}
v=\frac{3|p_2|w}{2\tau},\qquad
\tau=\frac{3(0.1286)(1.0\ \text{nm})}{2(10\ \text{nm/ns})}=0.0193\ \text{ns}=19.3\ \text{ps}.
\end{equation}

At weak field $p_2\simeq-e$, so $v\simeq3ew/(2\tau)$: the speed is proportional to the field, and the wall rests at $E=0$. Its profile there obeys $f'=(1-f^2)/w$, hence $f=\tanh(z/w)$, which shows why $w$ is called the half-width. At $e=0.385$ the roots $p_1$ and $p_2$ merge. Beyond that field the unreversed state is not stationary, and reversal no longer has to wait for a wall.

\section*{Part (f): the meeting of two thick walls}

\emph{Question.} Equation (\ref{relax}) was solved numerically for two mirror-image walls with the profile of part (e). Their points $p=0$ started $100$ nm from the centre of the strip. On a grid of spacing $0.1$ nm, each wall came within $10$ nm of the centre at $9.010$ ns, and the centre itself reached $p=0$ at $9.916$ ns. Between $80$ and $20$ nm from the centre the speed was $9.989$ m/s. Explain these numbers and judge the constant-speed result.

\emph{Answer.} The speed agrees with the formula of part (e) to about $0.1\%$. At constant speed the walls would have been $10$ nm from the centre at $90/10=9.000$ ns. The lag of $0.010$ ns is what the slightly low speed gives, $90/9.989=9.010$ ns, and both are errors of the finite grid, since the speed of part (e) is exact for equation (\ref{relax}). Until then the motion is uniform. The last $10$ nm took $9.916-9.010=0.906$ ns instead of $1.000$ ns. The gain therefore arises at the end.

The sign follows from comparing the two-wall solution $p$ with the solution $q$ for the right wall alone. Initially $p\ge q$ everywhere, because the second wall adds reversed material on the left. Subtracting the two equations, the difference $u=p-q$ obeys
\begin{equation}
\tau u_t=\frac{w^2}{2}u_{xx}+cu,\qquad c=1-(p^2+pq+q^2)\le1.
\end{equation}
Here $p^3-q^3=(p-q)(p^2+pq+q^2)$ was used, and the last bracket is never negative. Put $u=e^{2t/\tau}U$, so that $\tau U_t=(w^2/2)U_{xx}+(c-2)U$. Suppose $U$ became negative, and take its lowest value over all positions and times up to some chosen time. There $U_{xx}\ge0$ and $(c-2)U>0$, so $U_t>0$. But then $U$ was lower just before, which is a contradiction. Thus $p\ge q$ at all times. The single wall brings $p=0$ to the centre at $10$ ns, so two walls do so no later. In this sense the walls attract.

The range of the effect follows from the wall's leading edge. Near $p_1$ the trial form becomes $f'\simeq(p_3-p_1)(f-p_1)/w$, so the edge decays over $w/(p_3-p_1)=1.0/1.988=0.50$ nm. With the walls $10$ nm from the centre, their edges there are reduced by a factor of order $e^{-20}$. The attraction matters in the last nanometres.

On this grid the total gain is $10.000-9.916=0.084$ ns, just under $1\%$ of $T$. It corresponds to $0.8$ nm of travel at $10$ m/s, comparable with $w$. Doubling the grid spacing to $0.2$ nm delayed the completion by $0.034$ ns. The error of the scheme scales as the square of the spacing, so the $0.1$ nm grid is still late by about $0.034/3=0.011$ ns. The gain at zero spacing is therefore about $0.095$ ns, slightly below $0.1$ ns. The constant-speed result is thus good to about $1\%$ in this model. It would fail for a gap only a few wall widths across, where the walls overlap from the start.

\section*{Part (g): a real film}

\emph{Question.} In a film with defects, let the wall speed follow the activated law $v=v_\infty\exp(-E_a/E)$, with $E_a=2.0$ MV/cm and $v=10$ m/s at $0.50$ MV/cm and $300$ K. Find how $T$ changes if (i) the field is $10\%$ low; (ii) a $50\ \Omega$ series resistance carries the switching current of a $10\ \mu\text{m}^2$ capacitor, $100$ nm thick; (iii) the film is heated by its own reversal. Treat each effect separately.

\emph{Answer.} This law replaces that of part (e), which is nearly linear in the field up to the value used here and describes a continuum without defects or pinning by the lattice. Since $T=L/(2v)$, a change of field from $E$ to $E'$ at fixed $v_\infty$ and $E_a$ gives
\begin{equation}
\frac{T'}{T}=\exp\left(\frac{E_a}{E'}-\frac{E_a}{E}\right).
\label{activated}
\end{equation}

(i) For $E'=0.45$ MV/cm the exponent is $2.0/0.45-2.0/0.50=0.444$, and $T'=10\,e^{0.444}=15.6$ ns. For small changes (\ref{activated}) reduces to $\delta T/T\simeq-(E_a/E)\,\delta E/E$. The factor $E_a/E=4$ makes the time sensitive to the field.

(ii) Suppose that strips like this one cover the whole capacitor and close together. Reversal changes the surface charge density by $2P_0$, so the mean current is
\begin{equation}
I=\frac{2P_0A}{T}=\frac{2(0.70)(10\times10^{-12})}{10\times10^{-9}}\ \text{A}=1.4\ \text{mA}.
\end{equation}
The resistance takes $50\times1.4=70$ mV of the applied $5.0$ V, or $1.4\%$. With $E'=0.986E$ the exponent is $4(1/0.986-1)=0.057$, and $T'=10.6$ ns. This slightly overstates the effect, because slower reversal draws a smaller current. At fixed resistance and thickness the voltage loss grows with the area, so a larger capacitor is affected more.

(iii) The field does work $2P_0E$ per volume. The two polarization states have equal internal energy at zero field, so this work is taken to end as heat. With a heat capacity of $3.0$ MJ/(m$^3$\,K) and no heat escaping,
\begin{equation}
\Delta\Theta=\frac{2(0.70)(5.0\times10^7)}{3.0\times10^6}\ \text{K}=23\ \text{K}.
\end{equation}
Assume that $E_a$ is inversely proportional to the absolute temperature and that $v_\infty$ is fixed. A film at $323$ K from the start would have the exponent $4(300/323)$ instead of $4$. This is lower by $4(23/323)=0.285$, so $T'=10\,e^{-0.285}=7.5$ ns. The $23$ K is the mean final rise, not a limit on the temperature at the wall. The heat is released at the walls and spreads ahead of them, so a wall starts cold and can be warmer than the mean rise just before the two walls meet. The film also loses heat to its electrodes. Under these assumptions heating shortens the time below $10$ ns, and $7.5$ ns is an estimate of the fast end rather than a strict bound.

The parameters are rough values for a titanate-rich lead zirconate titanate film; the speed is a round model value. The half-width of $1$ nm is on the wide side: walls between opposite polarizations in such crystals can be about as narrow as the lattice spacing, where a continuum equation is doubtful and pinning by the lattice matters. The assumption of one constant speed is also doubtful in a real film, since defects and interfaces can make the local field uneven. By the estimate in (i), a field $10\%$ low throughout the strip moves the result from $10$ to about $16$ ns, far more than the wall thickness does. The $10$ ns is the travel time of walls already present; any common nucleation time must be added to it. It also assumes that nothing nucleates inside the strip. A field of $0.50$ MV/cm is typically well above the measured coercive field of such films, so new reversed regions may form between the walls and shorten the time.

\section*{Numbers as computed}
\begin{verbatim}
gap width: 200 nm
speed of each wall: 10 m/s
closing speed: 20 m/s
completion time, formula: 10.000 ns = 1.00e-08 s
completion time, first-arrival scan: 10.000 ns
meeting point from left edge: 100.0 nm
time with one wall only: 20.0 ns
delay of right wall: 2.0 ns
completion time with this delay: 11.00 ns
meeting point with this delay: 110.0 nm
long delay of right wall: 25 ns
completion time with long delay: 20.0 ns
polarization P0: 70 uC/cm2
relative susceptibility: 100 (no unit)
applied field: 0.50 MV/cm
wall half-width w: 1.0 nm
reduced field e: 0.1265 (no unit)
stationary states p1, p2, p3: -0.9295, -0.1286, 1.0581 (no unit)
relaxation time tau: 19.29 ps
simulated wall speed, 80 to 20 nm from centre: 9.989 m/s
simulated time to 10 nm from centre: 9.010 ns
simulated completion time: 9.916 ns
time gained by wall attraction: 0.084 ns
change of simulated time between grids: 0.034 ns
activation field: 2.0 MV/cm
completion time, field 10 percent low: 15.6 ns
film thickness: 100 nm
capacitor area: 10 um2
series resistance: 50 ohm
applied voltage: 5.00 V
mean switching current: 1.40 mA
voltage lost in resistance: 70 mV
completion time with this loss: 10.58 ns
heat capacity per volume: 3.0 MJ/(m3 K)
starting temperature: 300 K
upper bound of heating: 23.3 K
completion time if hot from the start: 7.5 ns
\end{verbatim}
